# Four-phonon rates from the quartic Hamiltonian: counting, occupation and limits, part 2

The problem is the relaxation rate $1/\tau$ of one phonon, mode 0, due to the fourth-order term of the crystal potential,

$$H_4=\frac1{24}\sum_{ijkl}\Psi_{ijkl}A_iA_jA_kA_l .$$

The algebra uses $\hbar=1$; numerical rates are given as $\hbar/\tau$ in eV. Mode $i$ has frequency $\omega_i$, annihilation operator $a_i$, coordinate $A_i=a_i+a_i^\dagger$ and mean occupation $n_i$. Only $n_0$ is displaced; the other modes stay in equilibrium.

The event classes are splitting ($0\to1+2+3$), redistribution ($0+1\to2+3$) and recombination ($0+1+2\to3$), marked $s,r,c$. Their forward and reverse products of partner occupations are

- splitting: $F=(1+n_1)(1+n_2)(1+n_3)$, $G=n_1n_2n_3$;
- redistribution: $F=n_1(1+n_2)(1+n_3)$, $G=(1+n_1)n_2n_3$;
- recombination: $F=n_1n_2(1+n_3)$, $G=(1+n_1)(1+n_2)n_3$.

When energy is exactly conserved, $F-G=G/n_0$. For a crystal,

$$\frac1\tau=\frac{\pi}{8}\Big\langle\sum_{s_1s_2s_3}\frac{|V_4|^2}{\omega_0\omega_1\omega_2\omega_3}\Big[\tfrac16(F-G)_s\delta_s+\tfrac12(F-G)_r\delta_r+\tfrac12(F-G)_c\delta_c\Big]\Big\rangle_{\mathbf k_1\mathbf k_2}.$$

Here $s_j$ are branches, and $V_4$ is the fourth derivative of the energy per cell along the four mass-weighted mode patterns. The average is over the Brillouin zone, with $\mathbf k_1+\mathbf k_2+\mathbf k_3=\mathbf q_0$, the wavevector of mode 0; a created phonon sits at $\mathbf k_j$, an absorbed one at $-\mathbf k_j$. The $\delta_s,\delta_r,\delta_c$ are delta functions of $\omega_0-\omega_1-\omega_2-\omega_3$, $\omega_0+\omega_1-\omega_2-\omega_3$ and $\omega_0+\omega_1+\omega_2-\omega_3$.

With $x_i=\omega_i/k_BT$, the local power of temperature for one process, at small $x_i$, is

$$p\simeq2+\frac{x_1^2+x_2^2+x_3^2-x_0^2}{12}.$$

The classical limit is $T^2$. The correction is negative for splitting, positive for recombination, and of either sign for redistribution.

The closing table also lists two earlier checks: explicit sums over occupation numbers (the Fock-sum test), and the exact decay of one phonon into a bath, compared with the first-order (golden-rule) rate.

### A model whose vertex can be checked

The example is a diamond-structure crystal with bond length $d=2.35$ Å and atomic mass $28.1$ u. With bond vectors $\mathbf r$, its internal coordinates are

$$\xi=\frac{r^2-d^2}{2d},\qquad \eta=\frac{\mathbf r_1\cdot\mathbf r_2+d^2/3}{d},$$

one for each bond and one for each angle between two bonds at an atom. Both vanish in equilibrium. A bond has the Morse energy $D(1-e^{-a\xi})^2$, and an angle has $\frac12\kappa\eta^2$. The round model parameters are $a=1.3$ Å$^{-1}$, $\kappa=0.6$ eV/Å$^2$ and bond stiffness $k=2Da^2=9.0$ eV/Å$^2$.

Expanding the Morse energy gives the $n$th derivative $D(-a)^n(2^n-2)$ at $\xi=0$. Thus

$$K_2=k,\qquad K_3=-3ak=-35.1\ \text{eV/Å}^3,\qquad K_4=7a^2k=106\ \text{eV/Å}^4 .$$

For an angle $K_2=\kappa$ and $K_3=K_4=0$.

Each coordinate is a quadratic polynomial in the displacements. Let $L_i$ be its first derivative along pattern $i$ and $Q_{ij}$ its second derivative. There are no higher ones, so the chain rule gives the fourth derivative

$$K_4L_0L_1L_2L_3+K_3\sum_{6}L_iL_jQ_{kl}+K_2\sum_{3}Q_{ij}Q_{kl}.$$

The sums run over the six choices of the pair $kl$ and the three pairings of the labels. Adding all coordinates in a cell, with the mass factors, gives $V_4$. The $K_2$ term shows that even harmonic springs produce a quartic vertex when their lengths and angles depend nonlinearly on displacement.

The harmonic part has a simple limit at $\mathbf q=0$. Let the two sublattices move apart by $\mathbf w$, and let $\hat{\mathbf b}_i$ be the bond directions. Tetrahedral symmetry gives $\sum_i\hat{\mathbf b}_i\hat{\mathbf b}_i^T=\frac43\mathbf 1$, so the bonds store $\frac12\cdot\frac43kw^2$. For the angles at one atom,

$$\sum_{i<j}(\hat{\mathbf b}_i+\hat{\mathbf b}_j)(\hat{\mathbf b}_i+\hat{\mathbf b}_j)^T=\left(3\cdot\tfrac43-\tfrac43\right)\mathbf 1=\tfrac83\mathbf 1,$$

where the cross terms follow from $\sum_i\hat{\mathbf b}_i=0$. Two atoms store $\frac12\cdot\frac{16}3\kappa w^2$. With reduced mass $m/2$,

$$\omega^2=\frac{8k+32\kappa}{3m}.$$

This gives $\hbar\omega=0.0672$ eV, in agreement with the diagonalized dynamical matrix.

The anharmonic vertices were tested on a supercell of $2\times2\times2$ cells. Atoms were displaced along random patterns in steps of $0.004$ Å, and the energy was evaluated directly from bond vectors. Its mixed differences agreed with the formulas to a relative $1.6\times10^{-5}$ at third order and $6.8\times10^{-5}$ at fourth order.

### Rates halfway from $\Gamma$ to X

The two phonons have wavevector $0.579$ Å$^{-1}$: a longitudinal acoustic one at $0.0300$ eV, and one of a degenerate pair of transverse optical phonons at $0.0641$ eV, the highest at this wavevector. Crystal symmetry keeps the two members of the pair from mixing. The average uses 8000 random pairs $(\mathbf k_1,\mathbf k_2)$, and each delta function is a Gaussian of standard deviation $0.002$ eV. Energies then match only approximately, so $F-G$ was evaluated directly instead of $G/n_0$. The quoted uncertainties are statistical standard errors.

For the acoustic phonon at 300 K, redistribution gives $(3.94\pm0.02)\times10^{-7}$ eV and recombination $(2.3\pm0.1)\times10^{-8}$ eV. The total is

$$\frac{\hbar}{\tau_4}=(3.94+0.23)\times10^{-7}=4.17\times10^{-7}\ \text{eV},$$

or $0.0006$ ps$^{-1}$. Splitting comes out as $(6\pm3)\times10^{-11}$ eV, too uncertain to be assigned a value and too small to affect the total. Halving the Gaussian width multiplies the total by 0.997.

For the optical phonon, splitting gives $(1.33\pm0.04)\times10^{-7}$ eV and redistribution $(3.66\pm0.02)\times10^{-6}$ eV. Their sum is $3.79\times10^{-6}$ eV, or $0.0058$ ps$^{-1}$. Halving the Gaussian width raises this sum by about 3%, more than its statistical error. Recombination is printed as $3\times10^{-21}$ eV, comparable with its own standard error, and is zero for practical purposes. No mode above the $0.0672$ eV mode at $\Gamma$ is found on a mesh over the zone, so the two absorbed phonons may carry at most $0.0672-0.0641=0.0031$ eV together. Such phonons have small wavevectors, so momentum conservation keeps the final phonon near $\mathbf q_0$. For sampled small partner wavevectors the top branch there rises by at most about a third of the partners' energy. Energy and momentum cannot both be conserved, and the printed number is only the tail of the Gaussian; it drops by many orders of magnitude when the width is halved.

Between 300 and 400 K, with the force constants and lattice held fixed, the totals grow with average powers 2.47 for the acoustic phonon and 2.25 for the optical one. Both exceed the classical 2. The expansion of $p$ predicts different signs for the separate classes, and the computed rates show them. For optical splitting,

$$\frac{\ln(2.220/1.332)}{\ln(4/3)}=1.78,$$

below 2. For acoustic recombination $\ln(4.476/2.291)/\ln(4/3)=2.33$, above 2. Redistribution dominates both totals. Its excess over 2 means that, on average over its events, the partners' quantum corrections outweigh that of mode 0.

### Comparison with three-phonon scattering

The same counting applied to $H_3=\frac16\sum\Psi_3AAA$ gives weight $1/2$ and occupation factor $(1+n_1)(1+n_2)-n_1n_2=1+n_1+n_2$ for $0\to1+2$. For $0+1\to2$ the weight is 1 and the factor is $n_1(1+n_2)-(1+n_1)n_2=n_1-n_2$.

At 300 K the three-phonon rates are $5.9\times10^{-5}$ eV for the acoustic phonon and $1.57\times10^{-4}$ eV for the optical one. Narrower Gaussians, down to $0.0005$ eV, shift the acoustic value by up to about 3% and raise the optical one by about 5%. The quartic rates are 0.7% and 2.4% of these. Each three-phonon rate is also below 0.3% of the phonon's own energy, which supports treating these two modes as weakly damped.

### The same final states through two cubic events

The cubic term acting twice also connects $0+1$ to $2+3$. Two cubic vertices and one energy denominator are of the same formal order as one quartic vertex, so first order in $H_4$ is not the complete four-phonon amplitude.

Let modes 0 and 1 couple to an intermediate mode $s$ with strength $\Psi_{01s}$, and let $s$ couple to 2 and 3 with $\Psi_{23s}$. Put $\Omega=\omega_0+\omega_1=\omega_2+\omega_3$. Either vertex may act first, and $s$ may first gain or first lose a quantum. With $n_s$ quanta present, the four denominators (initial minus intermediate energy) add up to

$$\frac{n_s+1}{\Omega-\omega_s}+\frac{n_s}{\Omega+\omega_s}-\frac{n_s+1}{\Omega+\omega_s}-\frac{n_s}{\Omega-\omega_s}=\frac{2\omega_s}{\Omega^2-\omega_s^2}.$$

The occupation $n_s$ cancels. The external factors $\sqrt{n}$ or $\sqrt{n+1}$ are common to the four paths and to the quartic term. Including the three ways to pair the external phonons,

$$\Psi_{\rm eff}=\Psi-\sum_{\rm pairings}\sum_s\Psi_3\Psi_3\,\frac{2\omega_s}{\omega_s^2-\Omega^2}.$$

For the pairing $(02|13)$ phonon 2 is created, so $\Omega=\omega_0-\omega_2$. The other classes follow by the same rule: add the energy of an absorbed partner and subtract that of a created one.

The static limit fixes the sign. A mode with potential $\omega_sA^2/4$ pulled by $(f_{01}+f_{23})A$ relaxes to the energy $-(f_{01}+f_{23})^2/\omega_s$. Its cross term is $-2f_{01}f_{23}/\omega_s$, which is the formula at $\Omega=0$. An explicit sum over intermediate states of five modes, with $s$ initially holding zero or one quantum, agreed with the formula to a relative $9\times10^{-16}$.

When $|\Omega|=\omega_s$, the intermediate phonon is real. The pole then describes two successive three-phonon events, which the three-phonon rate already contains. For an estimate, $1/y$ with $y=\omega_s^2-\Omega^2$ was replaced by $y/[y^2+(2\omega_s\gamma)^2]$. At 300 K, with the first 2000 of the 8000 random pairs, the acoustic four-phonon rate then becomes 3.5 times the quartic-only value for $\gamma=0.002$ eV and 2.2 times for $0.004$ eV. The optical factors are 3.1 and 2.6. No statistical errors were evaluated for these ratios.

The dependence on $\gamma$ shows that the pole has not been separated from the rest, so none of the enlarged rates should simply be added to the three-phonon rate. Nor do the numbers tell how large the exchange correction is once the successive three-phonon events are removed; they show only that the quartic term alone cannot be taken as the complete four-phonon rate without that separation. The values $4.2\times10^{-7}$ and $3.8\times10^{-6}$ eV are the quartic contributions alone.

### Silicon in a chip

The bond length and mass are those of silicon, and the stiffnesses are of its rough size. The model's zone-centre optical energy, $0.067$ eV, lies about 4% above the real value of roughly $0.0645$ eV. The transverse acoustic branch fits much less well: at X it reaches $0.031$ eV, against about $0.019$ eV in silicon, so at 300 K these modes hold less than half as many phonons as they should. The anharmonic parameter $a$ was chosen and not derived from electronic structure, so the rates are illustrations, not predictions for silicon. A first-principles calculation would replace $V_4$ and the phonon spectrum and keep the counting. Real devices also break the assumption of an unbounded crystal. For a film 100 nm thick, take a phonon travelling along the normal that is randomized after one crossing. The computed slope $\hbar v=0.0469$ eV Å gives a boundary rate of $0.0469/1000=4.7\times10^{-5}$ eV for the acoustic phonon. If independent rates add, its total at 300 K rises from $5.9\times10^{-5}$ to $1.06\times10^{-4}$ eV, a factor of 1.8, and the quartic share falls from 0.7% to 0.4%. Isotopes, dopants, electrons and thermal expansion were not sized. The shares refer to two phonons and are not corrections to the conductivity. The computed values are in the numerical output below, except for the transverse acoustic energy at X, the kinematic bounds on optical recombination, and the width shifts quoted for the optical phonon and for the three-phonon rates.

## Table of computed values

```
bond length 2.35 A, mass 28.1 u, Morse decay 1.3 1/A
bond stiffness 9.0 eV/A^2, angle stiffness 0.6 eV/A^2
wavevector, halfway Gamma to X: 0.5789 1/A
optical energy at Gamma: 0.0672 eV
samples 8000, delta width 0.002 eV
Fock-sum counting test, worst relative error: 1.6e-13
exact decay / golden-rule decay: 0.987
cubic exchange formula, relative error: 8.9e-16
cubic vertex, relative error: 1.6e-05
quartic vertex, relative error: 6.8e-05
LA phonon energy: 0.0300 eV
LA 300 K splitting: 5.675e-11 +- 2.6e-11 eV
LA 300 K redistribution: 3.943e-07 +- 2.1e-09 eV
LA 300 K recombination: 2.291e-08 +- 1.1e-09 eV
LA 300 K four-phonon total: 4.172e-07 eV = 0.0006 1/ps
LA 400 K splitting: 9.934e-11 +- 4.6e-11 eV
LA 400 K redistribution: 8.055e-07 +- 4.1e-09 eV
LA 400 K recombination: 4.476e-08 +- 2.2e-09 eV
LA 400 K four-phonon total: 8.503e-07 eV = 0.0013 1/ps
LA temperature exponent, 300 to 400 K: 2.47
LA 300 K three-phonon: 5.896e-05 +- 7.1e-07 eV
LA 300 K four-phonon / three-phonon: 0.0071
LA total with cubic exchange / quartic only, broadening 0.002 eV: 3.49
LA total with cubic exchange / quartic only, broadening 0.004 eV: 2.20
optical phonon energy: 0.0641 eV
optical 300 K splitting: 1.332e-07 +- 4.0e-09 eV
optical 300 K redistribution: 3.656e-06 +- 2.4e-08 eV
optical 300 K recombination: 3.000e-21 +- 2.5e-21 eV
optical 300 K four-phonon total: 3.789e-06 eV = 0.0058 1/ps
optical 400 K splitting: 2.220e-07 +- 6.6e-09 eV
optical 400 K redistribution: 7.020e-06 +- 4.4e-08 eV
optical 400 K recombination: 5.603e-21 +- 4.6e-21 eV
optical 400 K four-phonon total: 7.242e-06 eV = 0.0110 1/ps
optical temperature exponent, 300 to 400 K: 2.25
optical 300 K three-phonon: 1.566e-04 +- 3.0e-06 eV
optical 300 K four-phonon / three-phonon: 0.0242
optical total with cubic exchange / quartic only, broadening 0.002 eV: 3.10
optical total with cubic exchange / quartic only, broadening 0.004 eV: 2.64
LA total, delta width 0.001 / 0.002 eV: 0.997
LA group velocity times hbar: 0.0469 eV A
LA boundary rate, 100 nm film: 4.691e-05 eV
```
